# Doping and temperature reduction factor for piezoresistance in many-valley semiconductors

## Definitions and conventions

A cubic semiconductor has $N$ equivalent conduction-band valleys. Each is parabolic, with mass $m_l$ along its axis and $m_t$ across it. The carrier density $n$ is fixed by fully ionized dopants. Kinetic energy $E$ is counted from the bottom $E_c$ of the valley in question, and

$$x=\frac{E}{kT},\qquad \eta=\frac{E_F-E_c}{kT},\qquad f=\frac{1}{1+e^{x-\eta}} .$$

The relaxation time follows a power law, $\tau=\tau_0(E/kT_0)^s$ with $T_0=300$ K. The combination $a=s+\tfrac32$ will recur, and $a>0$ is required.

The Fermi-Dirac integrals carry the normalization

$$\mathcal F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty x^j f\,dx ,\qquad j>-1 .$$

Since $f$ depends on $x-\eta$, $\partial f/\partial\eta=-\partial f/\partial x$, and therefore

$$\mathcal F_j'(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty x^j\left(-\frac{\partial f}{\partial x}\right)dx. \tag{1}$$

For $j>0$, integration by parts turns the right side into $j\int x^{j-1}f\,dx/\Gamma(j+1)=\mathcal F_{j-1}$. For $-1<j\le0$ the relation $\mathcal F_{j-1}=\mathcal F_j'$ serves as the definition of $\mathcal F_{j-1}$. Thus $\mathcal F_0=\ln(1+e^\eta)$ and $\mathcal F_{-1}=1/(1+e^{-\eta})$.

One valley has the density of states $g(E)=m_d^{3/2}\sqrt{2E}/(\pi^2\hbar^3)$, spin included, with $m_d=(m_lm_t^2)^{1/3}$. Integrating $gf$ and summing over valleys gives

$$n=N_c\,\mathcal F_{1/2}(\eta),\qquad N_c=2N\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2}. \tag{2}$$

Stress $X$ is positive in tension, and a piezoresistance coefficient is $\pi=\delta\rho/(\rho X)$ to first order in $X$. Stress moves the bottom of valley $i$ by an energy $\delta_i$, whose differences between valleys are taken as small against $kT$ (against $E_F-E_c$ in a strongly degenerate gas); the mean shift is $\bar\delta$. Masses and the law $\tau(E)$ in each valley are taken as unchanged by stress.

The result to be derived is

$$\frac{\delta\sigma_i}{\sigma_i}=-\frac{\delta_i-\bar\delta}{kT}\,R,\qquad R=\frac{\mathcal F'_{s+1/2}(\eta)}{\mathcal F_{s+1/2}(\eta)}=\frac{\mathcal F_{s-1/2}(\eta)}{\mathcal F_{s+1/2}(\eta)}, \tag{3}$$

where $\sigma_i$ is any component of the conductivity tensor of valley $i$. If the deformation potentials, compliances and mobility anisotropy do not depend on $n$ or $T$, the coefficients then scale as

$$\pi(n,T)=P(n,T)\,\pi(n\to0,T_0),\qquad P=\frac{T_0}{T}\,R. \tag{4}$$

## First derivation: the Boltzmann equation

Let a force $G=q\mathcal E$ act along a principal axis $x$ of a valley, on carriers of charge $q$. In the relaxation-time approximation the deviation $f_1$ from equilibrium obeys

$$G\frac{\partial f}{\partial p_x}=-\frac{f_1}{\tau}\quad\Rightarrow\quad f_1=\tau Gv_x\left(-\frac{\partial f}{\partial E}\right),$$

because $\partial E/\partial p_x=v_x$. The current density is $q$ times the sum of $v_xf_1$ over states, so the conductivity contains $v_x^2$ averaged over a surface of constant energy. Scaling each momentum component by the square root of its mass turns the ellipsoid into a sphere. The three parts of the kinetic energy then have equal averages, $\tfrac12m_x\langle v_x^2\rangle=E/3$, and

$$\sigma_x=\frac{2q^2}{3m_x}\int_0^\infty g\,E\,\tau\left(-\frac{\partial f}{\partial E}\right)dE. \tag{5}$$

The product $gE\tau$ varies as $E^{1/2+1+s}=E^a$. With $E=kTx$,

$$\sigma_x=C_x(kT)^a\int_0^\infty x^a\left(-\frac{\partial f}{\partial x}\right)dx
=C_x(kT)^a\,\Gamma(a+1)\,\mathcal F_{s+1/2}(\eta). \tag{6}$$

The last step is an integration by parts: the integral equals $a\int x^{a-1}f\,dx=a\Gamma(a)\mathcal F_{a-1}$, and $a-1=s+\tfrac12$. The direction enters through $C_x$ alone.

Under stress the bottom of valley $i$ moves by $\delta_i$ and the common Fermi level by $\delta E_F$. The argument of the integral changes by $\delta\eta_i=(\delta E_F-\delta_i)/kT$, so that

$$\frac{\delta\sigma_i}{\sigma_i}=\frac{\mathcal F'_{s+1/2}}{\mathcal F_{s+1/2}}\,\frac{\delta E_F-\delta_i}{kT}. \tag{7}$$

The fixed density determines $\delta E_F$. Each valley holds $N_c\mathcal F_{1/2}/N$ carriers, and

$$0=\delta n=\frac{N_c}{N}\,\mathcal F_{-1/2}(\eta)\sum_i\frac{\delta E_F-\delta_i}{kT}
\quad\Rightarrow\quad \delta E_F=\frac1N\sum_i\delta_i=\bar\delta .$$

Inserting this in (7) gives (3). The factor $R$ is an energy derivative, $R=kT\,\partial\ln\sigma_i/\partial E_F$ at fixed $T$.

## Second derivation: counting free flights

This route uses neither the Boltzmann equation for $f_1$ nor the explicit density of carriers in a valley. Suppose that scattering is elastic and sends a carrier to all states of the energy surface with equal probability. For elastic scattering between states $\mathbf k$ and $\mathbf k'$ the exclusion factors cancel, since $f'(1-f)-f(1-f')=f'-f$. One may therefore count departures from a state at the rate $f/\tau$ and arrivals that depend on the average occupation of the energy surface. A weak field changes the occupation by a part odd in $\mathbf k$, which does not alter that average. To first order, flights still begin at the equilibrium rate $f/\tau$ per state.

A flight that begins with momentum $\mathbf p$ has velocity $v_x+Gt/m_x$ after time $t$. Its probability of lasting that long is

$$S(t)=\exp\left[-\int_0^t\frac{dt'}{\tau(\mathbf p+\mathbf Gt')}\right]\simeq e^{-t/\tau}\left[1-\frac{Gt^2}{2}\frac{\partial\tau^{-1}}{\partial p_x}\right].$$

The mean displacement per flight is the integral of velocity times $S$. Using $\int te^{-t/\tau}dt=\tau^2$ and $\int\tfrac12t^2e^{-t/\tau}dt=\tau^3$, its part linear in $G$ is

$$D_1=\frac{G\tau^2}{m_x}-Gv_x\tau^3\frac{\partial\tau^{-1}}{\partial p_x}
=\frac{G\tau^2}{m_x}+Gv_x\tau\frac{\partial\tau}{\partial p_x}.$$

The sign changes because $\partial\tau^{-1}=-\tau^{-2}\partial\tau$. The part without $G$ cancels between opposite momenta. In the steady state the summed velocity of all carriers is the starting rate times the displacement per flight, so each state contributes

$$\frac{f}{\tau}D_1=Gf\left[\frac{\tau}{m_x}+v_x\frac{\partial\tau}{\partial p_x}\right].$$

Here $\partial\tau/\partial p_x=v_x\,d\tau/dE=v_xs\tau/E$, and $\langle v_x^2\rangle=2E/(3m_x)$ as before. The bracket averages to $(\tau/m_x)(1+2s/3)=(2a/3)\tau/m_x$, hence

$$\sigma_x=\frac{2aq^2}{3m_x}\int_0^\infty g\,\tau\,f\,dE. \tag{8}$$

In this form all carriers contribute, not just those near the Fermi level. The expansion in $G$ fails where the momentum gained in a flight exceeds $p$ itself. For $s<\tfrac12$ this region lies near $p=0$, and with $a>0$ its share vanishes with the field. For $s>\tfrac12$ it lies at large $p$, where a flight could even go on for ever. The power law must then be cut off far above the occupied energies, which leaves the linear response practically unchanged.

The Fermi level now follows from symmetry. To first order $\delta E_F=\sum_ic_i\delta_i$, and the equivalence of the valleys makes all $c_i$ equal. If all valleys move by the same energy at fixed density, the Fermi level moves with them, so $Nc=1$ and $\delta E_F=\bar\delta$. Relative to the Fermi level, valley $i$ has moved by $d_i=\delta_i-\bar\delta$. At given kinetic energy its occupation changes by $\delta f=d_i\,\partial f/\partial E$: a raised valley loses carriers. Since $g\tau\propto E^{a-1}$, equation (8) gives

$$\frac{\delta\sigma_i}{\sigma_i}=-\frac{d_i}{kT}\,
\frac{\int_0^\infty x^{a-1}(-\partial f/\partial x)\,dx}{\int_0^\infty x^{a-1}f\,dx}. \tag{9}$$

By (1) the numerator is $\Gamma(a)\mathcal F'_{a-1}$, and the denominator is $\Gamma(a)\mathcal F_{a-1}$. With $a-1=s+\tfrac12$ this is again (3).

## What each derivation assumes

The conductivities (5) and (8) are related by an integration by parts, but they rest on different pictures of scattering. In the first, $\tau$ is a momentum relaxation time, and scattering may favour small angles provided that such a time exists. It may even differ along and across the valley axis, if both times have the same exponent $s$. In the second, $\tau$ is the mean duration of a flight, which equals the momentum relaxation time because each collision erases the direction of motion. The second derivation therefore suits acoustic-phonon scattering with a constant matrix element and negligible energy exchange. The rate is then proportional to the density of final states, $1/\tau\propto E^{1/2}$, so $s=-\tfrac12$. Small-angle scattering by charged impurities lies outside it.

The treatments of neutrality differ too. The first uses the density of a parabolic valley. The second needs equivalent valleys and a fixed total density, whatever the band shape. The same symmetry shows that any scalar property to which all valleys contribute alike, such as the total screening response, does not change to first order at fixed density, because the shifts relative to the Fermi level sum to zero.

Both derivations assume that $\tau(E)$ in a valley ignores the positions of the other valleys. Intervalley scattering violates this. Its elastic rate out of valley $i$ contains the density of states of valley $j$ at the same total energy, proportional to $\sqrt{E+\delta_i-\delta_j}$, which changes linearly with stress when $E\gg|\delta_i-\delta_j|$. For such elastic scattering with $s=-\tfrac12$ the relative change of $\tau$ varies as $1/E$, and by (10) below its average is again proportional to $R$. Equations (3) and (11) then gain a factor $1+\tfrac34\varphi$ for six cube-axis valleys, where $\varphi$ is the share of the scattering rate that leads to valleys on other axes, and $P$ is unchanged as long as $\varphi$ is constant. Intervalley phonons carry a finite energy, however; $\tau$ is then no power of $E$, and neither (3) nor (4) follows. Both also omit stress-induced changes of mass. For holes, whose bands warp under stress, (4) is therefore not a general law.

The two routes give two averages for the same $R$. Let $\langle\cdot\rangle$ denote an average with weight $x^a(-\partial f/\partial x)$. The denominator of (9) equals $\frac1a\int x^a(-\partial f/\partial x)dx$, so the second route gives $R=a\langle1/x\rangle$. In the first route one differentiates the window $-\partial f/\partial x=\tfrac14\cosh^{-2}[(x-\eta)/2]$, whose logarithm has the $\eta$-derivative $\tanh[(x-\eta)/2]$. Hence

$$R=a\left\langle\frac1x\right\rangle=\left\langle\tanh\frac{x-\eta}{2}\right\rangle. \tag{10}$$

The first form shows $R>0$ and the second $R<1$. Differentiating the first form, including its normalization, gives

$$\frac{dR}{d\eta}=a\left[\left\langle\frac1x\tanh\frac{x-\eta}2\right\rangle-\left\langle\frac1x\right\rangle\left\langle\tanh\frac{x-\eta}2\right\rangle\right]<0 .$$

The bracket is the covariance of a decreasing and an increasing function of $x$, which is negative. At fixed temperature, doping thus lowers $P$ steadily.

## From valley shifts to a coefficient

Take six valleys on the cube axes and uniaxial stress $X$ along $x$. The strains are $\varepsilon_{xx}=S_{11}X$ and $\varepsilon_{yy}=\varepsilon_{zz}=S_{12}X$. A valley on axis $i$ shifts by $\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\varepsilon_{ii}$. The two $x$ valleys rise relative to the other four by

$$\Delta=\Xi_u(S_{11}-S_{12})X,\qquad \delta_x-\bar\delta=\tfrac23\Delta,\qquad \delta_y-\bar\delta=\delta_z-\bar\delta=-\tfrac13\Delta .$$

The dilation potential $\Xi_d$ has dropped out. Let one valley have conductivity $\sigma_l$ along its axis and $\sigma_t=K\sigma_l$ across it. Then $\sigma_{xx}=2\sigma_l+4\sigma_t$, and (3) gives

$$\delta\sigma_{xx}=-\frac{R}{kT}\left[2\cdot\tfrac23\Delta\,\sigma_l-4\cdot\tfrac13\Delta\,\sigma_t\right]=\frac{R}{kT}\,\frac{4\Delta}{3}(K-1)\sigma_l .$$

Since $\delta\rho/\rho=-\delta\sigma/\sigma$, division by $\sigma_{xx}=2\sigma_l(1+2K)$ and $X$ yields

$$\pi_{11}=-\frac{2\,\Xi_u(S_{11}-S_{12})}{3kT}\,\frac{K-1}{2K+1}\,R. \tag{11}$$

Across the stress, two of the four lowered valleys present $\sigma_l$ and the other two $\sigma_t$. The change is $\delta\sigma_{yy}=-(R/kT)(2\Delta/3)(K-1)\sigma_l$, minus half of $\delta\sigma_{xx}$, so $\pi_{12}=-\pi_{11}/2$. For $K>1$ and $\Xi_u>0$ tension moves carriers out of the valleys that conduct poorly along $x$, and the resistivity along $x$ falls. For $K=1$ the transfer has no effect to first order in stress. The ratio of (11) to its dilute value at $T_0$ is (4).

## Dilute and degenerate limits

For small $e^\eta$, $f\simeq e^{\eta-x}-e^{2(\eta-x)}$, which gives $\mathcal F_j\simeq e^\eta-e^{2\eta}/2^{j+1}$. With $j+1=a$,

$$R\simeq\frac{1-2e^\eta/2^a}{1-e^\eta/2^a}\simeq1-\frac{n}{2^aN_c}, \tag{12}$$

where $e^\eta\simeq n/N_c$ to this order. Hence $P\to T_0/T$.

For large $\eta$, expand $x^a$ in (6) about $x=\eta$. The window is even about that point, with mean square width $\pi^2/3$, so

$$\mathcal F_{s+1/2}\simeq\frac{\eta^a}{\Gamma(a+1)}\left[1+\frac{\pi^2a(a-1)}{6\eta^2}\right],\qquad
R\simeq\frac a\eta\left[1-\frac{\pi^2(a-1)}{3\eta^2}\right],$$

the second from the logarithmic derivative of the first. At fixed $n$, $\eta$ itself depends on temperature. The density is the case $a=\tfrac32$ of the same expansion, so $(E_F-E_c)^{3/2}[1+\pi^2/(8\eta^2)]=E_{F0}^{3/2}$. Here $E_{F0}=(\hbar^2/2m_d)(3\pi^2n/N)^{2/3}$ is the Fermi energy at zero temperature. Therefore $E_F-E_c\simeq E_{F0}[1-\tfrac{\pi^2}{12}(kT/E_{F0})^2]$, and

$$P\simeq\frac{a\,kT_0}{E_{F0}}\left[1+\pi^2\left(\frac1{12}-\frac{a-1}3\right)\left(\frac{kT}{E_{F0}}\right)^2\right]. \tag{13}$$

The leading term does not depend on temperature: the energy scale $kT$ of the dilute case has been replaced by $E_{F0}/a$. The correction changes sign at $a=\tfrac54$, that is $s=-\tfrac14$. For smaller $s$, $P$ first rises on warming. It must fall at high temperature, where it tends to $T_0/T$, so it has a maximum in between.

## Worked example

The round model parameters are $m_l=1.0$ and $m_t=0.2$ electron masses, $\Xi_u=10$ eV, $S_{11}=0.8$ and $S_{12}=-0.2$ in units of $10^{-11}$/Pa, and $s=-\tfrac12$. With one relaxation time for both directions, $K=m_l/m_t=5$. This is a simplification: for $\Xi_u\neq0$ the acoustic matrix element depends on the direction of the phonon, so the times along and across the axis differ, by an amount that depends on $\Xi_d/\Xi_u$. They keep the same exponent $s$, so $K$ and $\pi_{11}$ change but $P$ does not. At 300 K, $kT=0.02585$ eV, and (11) with $R=1$ gives

$$\pi_{11}=-\frac{2\times10\times1.0\times10^{-11}}{3\times0.02585}\times\frac4{11}\ \text{Pa}^{-1}=-93.8\times10^{-11}\ \text{Pa}^{-1}.$$

Now let $n=10^{20}$ cm⁻³. Equation (2) gives $N_c=3.01\times10^{19}$ cm⁻³. Solving it numerically for $\eta$, with the integral done by Gauss-Legendre quadrature, gives $\eta=2.325$. For $s=-\tfrac12$ the two integrals in $R$ are elementary:

$$P=R=\frac{\mathcal F_{-1}}{\mathcal F_0}=\frac{0.911}{2.418}=0.377 .$$

The coefficients become $\pi_{11}=-35.3\times10^{-11}$/Pa and $\pi_{12}=+17.7\times10^{-11}$/Pa. All these coefficients are slopes at zero stress. At 100 MPa the splitting is already $\Delta=10$ meV, or $0.39\,kT$. In the dilute case $\rho/\rho_0=11(2+e^{-\Delta/kT})/[3(10+e^{-\Delta/kT})]$, so $\delta\rho/\rho$ is about 15 % smaller than $\pi_{11}X$ in tension and 17 % larger in compression. At $10^{20}$ cm⁻³ the departures are about 7 %. Stresses of order 1 GPa lie far outside the linear range.

The same procedure gives $P$ at other densities and temperatures:

| $n$ (cm⁻³) | 200 K | 300 K | 400 K |
|---|---|---|---|
| $10^{17}$ | 1.495 | 0.998 | 0.749 |
| $10^{18}$ | 1.456 | 0.984 | 0.742 |
| $10^{19}$ | 1.147 | 0.857 | 0.677 |
| $3\times10^{19}$ | 0.780 | 0.665 | 0.565 |
| $10^{20}$ | 0.383 | 0.377 | 0.359 |
| $3\times10^{20}$ | 0.181 | 0.183 | 0.184 |

The first row is close to $T_0/T$. At 300 K, $P$ reaches 0.9 at $n=6.7\times10^{18}$ cm⁻³. The dilute law (12) puts this at $0.1\times2N_c=6.0\times10^{18}$ cm⁻³, about 10 % lower. Between 200 and 400 K the factor halves at $10^{17}$ cm⁻³ but loses just 6 % of its 200 K value at $10^{20}$ cm⁻³. Heavy doping thus makes the coefficient smaller but steadier. How steady depends on $s$: for $s=\tfrac12$ and $\tfrac32$ the loss at $10^{20}$ cm⁻³ is 23 % and 31 %. For $s=-\tfrac12$, $P$ has a flat maximum near the lower end of this temperature range and falls slowly above it.

At $10^{20}$ cm⁻³, $E_{F0}=0.0696$ eV, or 807 K, and the plateau in (13) is $300/807=0.372$. A numerical search finds the maximum of $P$ at 207 K, where it is 0.383, 3 % above the plateau. In the last row $P$ still rises at 400 K, because the Fermi energy is larger by $3^{2/3}$.

The exponent matters strongly once the carriers are degenerate. At $10^{20}$ cm⁻³ and 300 K, $P$ is 0.377, 0.569 and 0.707 for $s=-\tfrac12$, $\tfrac12$ and $\tfrac32$. The plateaus are 0.372, 0.743 and 1.115, in the ratio $1:2:3$ of the values of $a$. For $s=\tfrac32$ the bracket in (13) has the correction $-\tfrac{7\pi^2}{12}(300/807)^2\simeq-0.8$, so the degenerate expansion is of no use there and the full ratio (3) is needed. A measured reduction at high doping thus reflects the scattering law as well as the density.

The table, with $s=-\tfrac12$ throughout, describes acoustic-phonon scattering alone. In a real crystal doped to $10^{20}$ cm⁻³ the charged dopants scatter strongly too. Their screened scattering rate follows no single power of the energy, and it can also change $K$. The heavily doped rows therefore illustrate (4) and do not predict the coefficients of a particular material.

Numerical values quoted here were computed with a short program.
